**Numerical test of the 3/2-power barrier law for a quartic double well**

For \(u=-aP^2/2+bP^4/4-EP\), the barrier out of the well antiparallel to the field approaches \((32\sqrt6/81)\,U_0\,\delta^{3/2}\). Here \(P\) is the polarization, \(E\) the field, \(U_0=a^2/(4b)\) the zero-field barrier, \(E_c\) the coercive field and \(\delta=1-E/E_c\). The program finds the stationary points numerically and asserts the coefficient, the exponent, the correction \(\delta/36\) and the closed form of the barrier. It also asserts, on a grid of fields, that the ratio of the exact barrier to the law rises toward zero field, where the output gives 1.033. A well with a sextic term tests the general merger formula and gives the coefficient 0.963 in place of 0.968. For a model column in a hafnia film, the law gives a 1 µs switching field of 0.654 MV/cm at 300 K, against 0.661 MV/cm from the full transition-state integral. Further assertions cover the stiffness of two non-uniform distortions and the effect of an interface layer on the coercive field.

## Numerical verification

```python
"""
Result under test: for u(P) = -a P^2/2 + b P^4/4 - E P the barrier out of the
well antiparallel to the field obeys, as delta = 1 - E/Ec -> 0,
    barrier / U0 -> (32 sqrt(6)/81) * delta^(3/2),
with U0 = a^2/(4 b) the zero-field barrier and Ec the coercive field.
Reduced variables: p = P/P0, P0 = sqrt(a/b); w = u/(a P0^2); h = E/(a P0).
A ferroelectric hafnia film (rough typical values) serves as the example.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import i1, k1

mp.mp.dps = 40
COEF = 32 * np.sqrt(6) / 81
HC = 2 / (3 * np.sqrt(3))


def w(p, h):
    return -p**2 / 2 + p**4 / 4 - h * p


def direct_barrier(delta):
    """Barrier/U0 from numerical stationary points and energy difference."""
    h = (1 - mp.mpf(delta)) * 2 / (3 * mp.sqrt(3))
    roots = mp.polyroots([1, 0, -1, -h], maxsteps=500, extraprec=200)
    well, saddle, _ = sorted(mp.re(r) for r in roots)
    return 4 * (w(saddle, h) - w(well, h))


def exact_barrier(f):
    """Closed form of barrier/U0 at f = E/Ec."""
    theta = np.arccos(f) / 3
    return 16 / np.sqrt(3) * np.sin(theta)**3 * np.cos(theta)


# Coercive field and zero-field barrier from their definitions
top = minimize_scalar(lambda p: -(p**3 - p), bounds=(-1, 0), method="bounded",
                      options={"xatol": 1e-10})
assert abs(-top.fun - HC) < 1e-10
bottom = minimize_scalar(lambda p: w(p, 0), bounds=(-2, -0.1), method="bounded")
assert abs(-bottom.fun - 0.25) < 1e-9

# Limit, exponent and first correction from the directly computed barrier
coef_mp = 32 * mp.sqrt(6) / 81
d_small = mp.mpf("1e-6")
b_small = direct_barrier(d_small)
limit_num = b_small / d_small**1.5
assert abs(limit_num / coef_mp - 1) < 1e-7
slope = mp.log(direct_barrier(2 * d_small) / b_small) / mp.log(2)
assert abs(slope - 1.5) < 1e-6
correction = (limit_num / coef_mp - 1) / d_small
assert abs(correction - mp.mpf(1) / 36) < 1e-5

# Closed form and monotonic error of the law over the whole field range
deltas = np.linspace(0.02, 1.0, 50)
direct = np.array([float(direct_barrier(d)) for d in deltas])
assert np.allclose(direct, exact_barrier(1 - deltas), rtol=1e-10)
ratio = direct / (COEF * deltas**1.5)
assert np.all(np.diff(ratio) > 0) and ratio[0] > 1
assert abs(ratio[-1] - 1 / COEF) < 1e-10

# A sextic term of share s (wells kept at p = +-1): general merger formula
s = 0.2


def static_field(p):
    return -p + (1 - s) * p**3 + s * p**5


pc = brentq(lambda p: -1 + 3 * (1 - s) * p**2 + 5 * s * p**4, 0.1, 1)
ec = static_field(-pc)
third = 6 * (1 - s) * pc + 20 * s * pc**3
u0_sextic = -quad(static_field, 0, 1)[0]
coef_sextic = 4 / 3 * ec * np.sqrt(2 * ec / third) / u0_sextic
d6 = 1e-4


def net_force(p):
    return static_field(p) - ec * (1 - d6)


well6 = brentq(net_force, -1, -pc, xtol=1e-14)
saddle6 = brentq(net_force, -pc, 0, xtol=1e-14)
num6 = quad(net_force, well6, saddle6, epsabs=1e-15)[0] / u0_sextic
assert abs(num6 / (coef_sextic * d6**1.5) - 1) < 1e-3

# Example: inputs in SI
P0 = 0.25             # C/m^2
EC = 1.0e8            # V/m
thick, side = 5e-9, 2e-9
nu0 = 5e12            # well frequency at zero field, Hz
xi = 1e-9             # wall profile P0*tanh(x/xi)
eps_b = 30.0          # background relative permittivity
layer = 0.5e-9        # interface layer, permittivity eps_b
t_curie = 700.0       # assumed temperature at which a vanishes
e_break = 4.0e8       # rough breakdown field
a = 3 * np.sqrt(3) * EC / (2 * P0)
b = a / P0**2
u0 = a**2 / (4 * b)
volume = thick * side**2
u0_col = u0 * volume / sc.e     # eV
kb = sc.k / sc.e                # eV/K

# Coefficients reproduce the coercive field in SI units
pgrid = np.linspace(-P0, 0, 200001)
assert abs(np.max(-a * pgrid + b * pgrid**3) / EC - 1) < 1e-8


def stationary(f):
    return np.sort(np.roots([1, 0, -1, -f * HC]).real)


def law_field(t, temp):
    need = kb * temp * np.log(nu0 * t)
    return 1 - (need / (COEF * u0_col))**(2 / 3)


def barrier_field(t, temp, scale=1.0):
    need = kb * temp * np.log(nu0 * t)
    return brentq(lambda f: exact_barrier(f) * u0_col * scale - need, 0, 1)


def log_rate(f, temp):
    """Log of the transition-state rate from the full well integral."""
    beta = 4 * u0_col / (kb * temp)
    p_well, p_saddle, _ = stationary(f)
    h = f * HC
    base = w(p_well, h)
    weight = quad(lambda p: np.exp(-beta * (w(p, h) - base)),
                  -2, p_saddle, points=[p_well], limit=200)[0]
    speed = 2 * np.pi * nu0 / np.sqrt(4 * np.pi * beta)
    return np.log(speed / weight) - beta * (w(p_saddle, h) - base)


cases = []
for temp in (300.0, 358.15):
    for t in (1e-8, 1e-6):
        f_law, f_bar = law_field(t, temp), barrier_field(t, temp)
        f_tst = brentq(lambda f: log_rate(f, temp) + np.log(t), 0.05, 0.95)
        assert abs(f_law - f_bar) < 0.01
        assert abs(f_tst - f_bar) < 0.03
        cases.append((temp, t, f_law, f_bar, f_tst))

# Working point: 1 microsecond at 300 K
f_work = cases[1][3]
p_well, p_saddle, _ = stationary(f_work)
saddle_curv = 1 - 3 * p_saddle**2          # |u''|/a at the saddle
well_curv = 3 * p_well**2 - 1
t_cross = sc.hbar * 2 * np.pi * nu0 * np.sqrt(saddle_curv / 2) / (2 * np.pi * sc.k)
assert t_cross < 100

# Wall profile fixes the gradient coefficient g = a*xi^2/2
x = np.linspace(-5, 5, 2001)
prof = np.tanh(x)
bend = (prof[2:] - 2 * prof[1:-1] + prof[:-2]) / (x[1] - x[0])**2
assert np.max(np.abs(bend / 2 + prof[1:-1] - prof[1:-1]**3)) < 1e-4

# Lateral mode with free edges: gradient stiffness over a
lateral = (xi * np.pi / side)**2 / 2
n = 200
lap = 2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)
lap[0, 0] = lap[-1, -1] = 1
modes = np.linalg.eigvalsh(xi**2 / 2 * lap / (side / n)**2)
assert abs(modes[1] / lateral - 1) < 1e-3
assert lateral > 1                         # |u''| at a saddle never exceeds a
xi_min = side * np.sqrt(2) / np.pi

# Axial mode cos(pi z/thick): depolarizing factor of a round column
radius = side / np.sqrt(np.pi)
kz = np.pi / thick
factor = 1 - 2 * i1(kz * radius) * k1(kz * radius)
n_in, n_all = 100, 2500
step = kz * radius / n_in
r_mid = (np.arange(n_all) + 0.5) * step
r_lo, r_hi = r_mid - step / 2, r_mid + step / 2
band = np.zeros((3, n_all))
band[0, 1:] = -r_hi[:-1] / step**2
band[1] = (r_lo + r_hi) / step**2 + r_mid
band[2, :-1] = -r_lo[1:] / step**2
source = np.where(np.arange(n_all) < n_in, r_mid, 0.0)
phi = solve_banded((1, 1), band, source)
factor_num = np.sum((phi * r_mid)[:n_in]) / np.sum(r_mid[:n_in])
assert abs(factor_num / factor - 1) < 5e-3
axial_dep = factor / (sc.epsilon_0 * eps_b * a)
axial_grad = (xi * kz)**2 / 2
assert axial_dep + axial_grad > saddle_curv

# Interface layer: a is reduced by the fraction kappa
kappa = layer / thick / (sc.epsilon_0 * eps_b * a)
ec_layer = (1 - kappa)**1.5
stack = minimize_scalar(lambda p: -(p**3 - p + kappa * p), bounds=(-1, 0),
                        method="bounded", options={"xatol": 1e-10})
assert abs(-stack.fun / HC - ec_layer) < 1e-8

# Softening of a between 300 K and 85 C
soft = (t_curie - 358.15) / (t_curie - 300.0)
e_soft = soft**1.5 * barrier_field(1e-6, 358.15, soft**2)

mv = EC / 1e8
print(f"coefficient 32 sqrt6/81 = {COEF:.6f}")
print(f"direct barrier/delta^1.5 at delta=1e-6 = {float(limit_num):.6f}")
print(f"local exponent at delta=1e-6 = {float(slope):.6f}")
print(f"first correction = {float(correction):.6f} (1/36 = {1/36:.6f})")
print("delta, direct barrier/U0, law, direct/law:")
for d in (0.01, 0.1, 0.3, 0.5, 1.0):
    bd, bl = float(direct_barrier(d)), COEF * d**1.5
    print(f"  {d:.2f}  {bd:.6f}  {bl:.6f}  {bd/bl:.5f}")
print(f"sextic share {s}: coefficient = {coef_sextic:.4f}")
print(f"P0 = {P0*100:.1f} uC/cm2, Ec = {mv:.2f} MV/cm")
print(f"thickness = {thick*1e9:.1f} nm, column side = {side*1e9:.1f} nm")
print(f"column volume = {volume*1e27:.1f} nm3")
print(f"a = {a:.4e} V m/C, b = {b:.4e} V m^5/C^3")
print(f"U0 density = {u0/sc.e*1e-27:.4f} eV/nm3")
print(f"U0 of column = {u0_col:.4f} eV")
print(f"well frequency = {nu0/1e12:.1f} THz")
print("switching field in MV/cm: law, exact barrier, full rate")
for temp, t, fl, fb, ft in cases:
    need = kb * temp * np.log(nu0 * t)
    print(f"  {temp:.2f} K, {t*1e9:.0f} ns: barrier needed {need:.4f} eV")
    print(f"    delta(law) {1-fl:.4f}; {fl*mv:.4f}, {fb*mv:.4f}, {ft*mv:.4f}")
print("working point: 1000 ns, 300 K, exact barrier")
print(f"saddle curvature/a = {saddle_curv:.4f}")
print(f"well frequency there = {nu0*np.sqrt(well_curv/2)/1e12:.3f} THz")
print(f"tunnelling crossover = {t_cross:.1f} K")
print(f"wall half-width xi = {xi*1e9:.2f} nm")
print(f"lateral gradient stiffness/a = {lateral:.4f}")
print(f"smallest xi for lateral coherence = {xi_min*1e9:.3f} nm")
print(f"background permittivity = {eps_b:.0f} (relative)")
print(f"axial depolarizing factor = {factor:.4f}")
print(f"axial stiffness/a: field {axial_dep:.4f}, gradient {axial_grad:.4f}")
print(f"axial stiffness/a: sum {axial_dep+axial_grad:.4f}")
print(f"interface layer = {layer*1e9:.2f} nm, a reduced by {kappa*100:.1f} %")
print(f"with layer: Ec x {ec_layer:.4f}, U0 x {(1-kappa)**2:.4f}")
print(f"a vanishes at {t_curie:.0f} K (assumed): a(85 C)/a(300 K) = {soft:.4f}")
print(f"softened Ec at 85 C = {soft**1.5*mv:.4f} MV/cm")
print(f"softened 1000 ns field at 85 C = {e_soft*mv:.4f} MV/cm")
print(f"rough breakdown = {e_break/1e8:.1f} MV/cm")
print(f"working field/breakdown = {f_work*EC/e_break:.3f}")
print("all good")
```

Running it gives:

```
coefficient 32 sqrt6/81 = 0.967700
direct barrier/delta^1.5 at delta=1e-6 = 0.967700
local exponent at delta=1e-6 = 1.500000
first correction = 0.027778 (1/36 = 0.027778)
delta, direct barrier/U0, law, direct/law:
  0.01  0.000968  0.000968  1.00028
  0.10  0.030688  0.030601  1.00282
  0.30  0.160400  0.159009  1.00874
  0.50  0.347296  0.342133  1.01509
  1.00  1.000000  0.967700  1.03338
sextic share 0.2: coefficient = 0.9632
P0 = 25.0 uC/cm2, Ec = 1.00 MV/cm
thickness = 5.0 nm, column side = 2.0 nm
column volume = 20.0 nm3
a = 1.0392e+09 V m/C, b = 1.6628e+10 V m^5/C^3
U0 density = 0.1013 eV/nm3
U0 of column = 2.0270 eV
well frequency = 5.0 THz
switching field in MV/cm: law, exact barrier, full rate
  300.00 K, 10 ns: barrier needed 0.2797 eV
    delta(law) 0.2729; 0.7271, 0.7285, 0.7350
  300.00 K, 1000 ns: barrier needed 0.3988 eV
    delta(law) 0.3457; 0.6543, 0.6566, 0.6613
  358.15 K, 10 ns: barrier needed 0.3339 eV
    delta(law) 0.3072; 0.6928, 0.6946, 0.7014
  358.15 K, 1000 ns: barrier needed 0.4761 eV
    delta(law) 0.3891; 0.6109, 0.6138, 0.6186
working point: 1000 ns, 300 K, exact barrier
saddle curvature/a = 0.7763
well frequency there = 3.695 THz
tunnelling crossover = 23.8 K
wall half-width xi = 1.00 nm
lateral gradient stiffness/a = 1.2337
smallest xi for lateral coherence = 0.900 nm
background permittivity = 30 (relative)
axial depolarizing factor = 0.2220
axial stiffness/a: field 0.8044, gradient 0.1974
axial stiffness/a: sum 1.0018
interface layer = 0.50 nm, a reduced by 36.2 %
with layer: Ec x 0.5093, U0 x 0.4067
a vanishes at 700 K (assumed): a(85 C)/a(300 K) = 0.8546
softened Ec at 85 C = 0.7901 MV/cm
softened 1000 ns field at 85 C = 0.4146 MV/cm
rough breakdown = 4.0 MV/cm
working field/breakdown = 0.164
all good
```
